Threshold Variance from Random Donors in a Depleted Polysilicon Gate

**The problem.** An n-channel silicon transistor of gate area A has an n+ polysilicon gate, an oxide of capacitance C_ox per area, and a p-type substrate. At threshold, the positive gate voltage pushes electrons away from the gate side of the oxide and uncovers ionized donors there. These donors are few and randomly placed, so nominally identical transistors differ in threshold voltage V_T. The task is to find the variance this causes, how it combines with that of the substrate, and when the result fails.

**Model and conventions.** The depth x runs from the oxide (x = 0) into the gate. N is the mean donor density, ε the permittivity of silicon and q the elementary charge. In atomic units q = 1 and ε = κ/4π, with κ the relative permittivity. Donors are all ionized and placed independently. Until part (f), the gate is fully depleted for x < W and neutral beyond. Threshold means a fixed area-averaged band bending ψ_B in the substrate, with inversion charge neglected. For a given set of acceptors this fixes the depletion charge qS per area, whatever the gate donors do.

The example is a 50 nm × 50 nm device with a 1.5 nm oxide, N = 2×10¹⁹ cm⁻³, acceptor density N_A = 3×10¹⁸ cm⁻³, ψ_B = 1.00 V and temperature 300 K.

**(a) Find the depletion depth and the mean voltage lost in the gate.**

Average Poisson's equation over the gate area. With edge fringing neglected, no net flux leaves sideways, so the lateral derivatives integrate to zero and a one-dimensional equation remains for the averaged potential. Let ψ(x) be the potential of the neutral gate minus the averaged potential at x. Then

ψ″ = ρ/ε,

where ρ is the averaged charge density. The field pointing from gate to oxide is E = −ψ′. It vanishes at W, so

E(x) = (1/ε) ∫ₓ^W ρ(x′) dx′.

The gate must balance the substrate charge. Hence εE(0) = qS, and for uniform doping

W = S/N.

The gate drop is V_p = ψ(0) = ∫₀^W E dx. In the double integral, a charge at x′ is counted for every x between 0 and x′, so

V_p = (1/ε) ∫₀^W x ρ(x) dx = qNW²/(2ε).

The substrate obeys the same law, ψ_B = qN_A W_d²/(2ε), with S = N_A W_d. Here q/ε = 1.5466 V nm and N_A = 0.003 nm⁻³, which give

W_d = √[2 × 1.00/(1.5466 × 0.003)] nm = 20.76 nm,
S = 0.003 × 20.76 nm⁻² = 0.0623 nm⁻²,
W = 0.0623/0.02 nm = 3.11 nm.

The mean drop is 1.5466 × 0.02 × 3.114²/2 V = 150 mV, and NAW = 156 donors are uncovered.

**(b) One extra donor is placed at depth x < W. By how much does V_T change?**

The total gate charge is fixed by S, so the extra donor cannot simply be added: the depletion edge must retreat to W′, where

NAW′ + 1 = NAW, so W − W′ = 1/(NA).

The first moment of the charge gains qx from the new donor. It loses that of the strip between W′ and W, which is

qNA(W² − W′²)/2 = q(W + W′)/2 = q[W − 1/(2NA)].

Dividing the net change by εA gives

δV_T = −(q/εA)[W − x − 1/(2NA)] ≈ −(q/εA)(W − x).

The dropped term is smaller than W by the factor 1/(2NAW), about 0.3 % here. In three dimensions the edge also dents locally around the donor. The averaged moment depends on the dent's mean depth at first order and on its square at second order, so the first-order shift is unchanged. The second-order part is neglected throughout, and the simulations below do not test it. It need not be small. For one donor, smeared as a Gaussian of standard deviation 0.5 to 1 nm and added at a depth of 0.5 to 3.5 nm to an otherwise smooth gate with local Fermi-Dirac electrons, it reduces the shift by roughly 10 to 26 % in the example, more for the narrower smearing; removing such a donor instead gives a shift larger than the linear one. The area average of this part also scales as 1/A, so a larger gate does not make it relatively smaller. Its effect on the variance was not calculated, so the values below are those of the linear theory.

The sign is negative because a donor near the oxide lets the gate supply its charge from a shorter distance. A donor at the oxide has the largest effect,

−1.5466 × 3.114/2500 V = −1.93 mV,

and one at the depletion edge has none.

**(c) Find the variance of V_T due to the gate donors.**

Divide the depleted layer into slices. The donor number in a slice of thickness dx has mean NA dx and, for independent placement, a variance equal to that mean. Different slices are independent, so their contributions to the variance add, each multiplied by the square of its weight from (b):

Var_gate = ∫₀^W (q/εA)²(W − x)² NA dx
= (q²N/ε²A) ∫₀^W (W − x)² dx.

With y = W − x the last integral is ∫₀^W y² dy = W³/3. Therefore

**Var_gate = q²NW³/(3ε²A).**

Holding W fixed and weighting each donor by +x would give the same integral, because ∫x² dx and ∫(W − x)² dx are equal for uniform doping. It would violate the charge condition and reverse the sign of each shift. For a non-uniform doping profile N(x) the two generally differ in value. The argument of (b) still gives the weight W − x there, since the compensating charge is removed at W, and

Var_gate = (q²/ε²A) ∫₀^W (W − x)² N(x) dx.

For uniform doping, two rewritings show the scaling. Substituting W = S/N,

Var_gate = q²S³/(3ε²AN²),

so at fixed S the standard deviation σ_gate falls as 1/N: a more heavily doped gate has denser donors but a much thinner depleted layer. Dividing the variance by V_p² gives

σ_gate/V_p = 2/√(3NAW).

For the example,

Var_gate = 1.5466² × 0.02 × 3.114³/(3 × 2500) V² = 193 mV²,

so σ_gate = 13.9 mV, or 5.10×10⁻⁴ hartree/e in atomic units.

**(d) Check the result by counting individual donors, and find the correction when they are few.**

Let exactly M donors be needed to balance the substrate charge, so W = M/(NA) with M an integer. Seen in the averaged field, each donor lowers E by q/(εA). The field vanishes after the M-th donor, and

V_p = (q/εA) Σᵢ xᵢ, i = 1 … M,

with the depths ordered from the oxide. For independently placed donors, the successive spacings sⱼ are independent and exponentially distributed, with mean 1/(NA) and variance 1/(NA)². The spacing sⱼ is contained in xⱼ, xⱼ₊₁, …, x_M, that is, in M − j + 1 depths. Hence

Σᵢ xᵢ = Σⱼ (M − j + 1) sⱼ,
Var(Σᵢ xᵢ) = (NA)⁻² (1² + 2² + … + M²)
= (NA)⁻² M(M + 1)(2M + 1)/6.

Multiply by (q/εA)² and take out M³/3:

Var(V_p) = [q²M³/(3ε²N²A⁴)] (1 + 1/M)(1 + 1/(2M)).

Since M = NAW, the bracket is q²NW³/(3ε²A), the result of (c). The remaining factor tends to 1 for many donors.

For M = 6 the factor is (7/6)(13/12) = 1.264. A simulation that scatters donors at random and sums the six smallest depths gave 1.267. For the example the factor adds about 1 % to the variance. A simulation of 30,000 such devices gave σ_gate = 13.94 mV against 13.88 mV from (c), a difference of the size expected from this correction and the sampling error.

**(e) The substrate acceptors are random too. Find the total variance. Does the gate merely add its own term?**

Put an extra acceptor at depth z below the oxide. The bending ψ_B, proportional to the first moment of the acceptor charge, is now fixed, while the total charge may change. If the substrate edge uncovers m further acceptors at W_d, then to first order

z + mW_d = 0, so m = −z/W_d.

The number of uncovered acceptors changes by 1 − z/W_d. Summing over independent slices,

Var(S) = (1/A²) ∫₀^{W_d} (1 − z/W_d)² N_A A dz = N_A W_d/(3A).

The gate voltage contains the oxide drop and the gate drop, both of which depend on S:

V_ox + V_p = qS/C_ox + qS²/(2εN).

The derivative with respect to qS is

1/C_ox + S/(εN) = 1/C_ox + W/ε.

Gate and substrate dopants are independent, so to leading order

**Var(V_T) = [q²N_A W_d/(3A)] (1/C_ox + W/ε)² + q²NW³/(3ε²A).**

The gate donors do add their own term, but to a substrate term that the depleted gate has already enlarged. With an ideal metal gate, W/ε would be absent from the bracket.

With a relative permittivity of 11.7 for silicon and 3.9 for the oxide, ε/C_ox = 1.5 × 11.7/3.9 nm = 4.5 nm. At the same S, gate depletion raises the substrate part by the factor (4.5 + 3.11)/4.5 = 1.69, from 20.1 mV to 33.9 mV. The total is

σ = √(33.94² + 13.88²) mV = 36.7 mV.

Simulating both sets of discrete dopants gave 36.8 mV. The gate donors supply 14 % of the total variance. Relative to the metal gate, enlargement of the substrate term adds about 750 mV² and the gate donors 193 mV², so in this device most of the variance added by gate depletion comes through the substrate dopants.

**(f) Electrons do not stop at a sharp edge. Find the donor weight without that assumption, and recover (b).**

Let the gate electrons respond to a small change u(x) of ψ. An extra averaged charge density s(x) at fixed S gives

εu″ − Ku = s, u′(0) = 0, u → 0 deep in the gate.

K describes the charge response of the electrons and may be nonlocal. It is symmetric between any two points, because in equilibrium the electron density is the first derivative of the grand potential with respect to the local potential energy, and its response is the second derivative.

Now change S by δS with no extra donors. The change v(x) of ψ obeys

εv″ − Kv = 0, v′(0) = −qδS/ε, v → 0 deep in the gate.

Multiply the first equation by v, the second by u, subtract and integrate. The K terms cancel by symmetry, leaving

ε ∫₀^∞ (vu″ − uv″) dx = ∫₀^∞ vs dx.

The integrand on the left is the derivative of vu′ − uv′. This vanishes deep in the gate and equals −u(0)v′(0) at the oxide, so the left side is εu(0)v′(0) = −qδS u(0). Hence

δV_T = u(0) = −∫₀^∞ [∂ψ(x)/∂(qS)] s(x) dx.

The weight of a donor at x is the change of band bending at x when the oxide field changes. Summing over independent donors as in (c),

Var_gate = (q²N/A) ∫₀^∞ [∂ψ(x)/∂(qS)]² dx.

For a sharp edge, ψ = qN(W − x)²/(2ε) and ∂W/∂(qS) = 1/(qN), so the weight is (W − x)/ε, as in (b).

If the electron density depends on the local ψ alone, K is multiplication by dρ/dψ. Differentiating εψ″ = ρ(ψ) shows that E = −ψ′ obeys the equation for v. So v = aE, and E′(0) = −ρ(0)/ε fixes a = qδS/ρ(0). The weight is then E(x)/ρ(0).

**(g) How far do these electrons move the result?**

The comparison below holds S fixed. "Tail" uses local Fermi-Dirac statistics. "Quantum" solves the Schrödinger and Poisson equations together at mean-field level, with an isotropic valley mass of 0.321 electron masses and an impenetrable oxide. It leaves out exchange, correlation and disorder scattering. A finite oxide barrier would also lower its values: a barrier of about 3 eV does so by roughly 15 % at the highest doping below. Using the direction-dependent valley masses of a (100), (110) or (111) grain in place of the isotropic mass moves the three quantum values below by up to about 2 %, 6 % and 8 %. It is therefore an estimate of size and not a reference standard.

- N = 2×10¹⁹ cm⁻³, W = 3.11 nm: sharp edge 13.9 mV, tail 14.4 mV, quantum 15.6 mV.
- N = 5×10¹⁹ cm⁻³, W = 1.25 nm: sharp edge 5.6 mV, tail 6.6 mV, quantum 10.6 mV.
- N = 1×10²⁰ cm⁻³, W = 0.62 nm: sharp edge 2.8 mV, tail 4.6 mV, quantum 9.7 mV.

At the lowest doping, the gate drop is 150 mV and the sharp edge is a fair approximation: the quantum value of σ_gate is 13 % above it. At fixed S the sharp-edge drop scales as 1/N and is only 30 mV at the highest doping. There the quantum value is 3.5 times the sharp-edge value, and doubling the doping from 5×10¹⁹ cm⁻³ has lowered it by 8.5 %, not by half. With direction-dependent masses or a finite barrier, the ratio lies between about 2.9 and 3.7 and the decrease between about 7 and 15 %. This excess is not mainly thermal: electrons in a degenerate gate have kinetic energy even when cold, and the impenetrable oxide keeps their wave functions away from the interface. In the opposite limit, a formal gate drop of 10 V at N = 2×10¹⁹ cm⁻³, the tail and sharp-edge values agree to about 0.01 %.

**(h) Compare the model with a real transistor.**

The example resembles a short bulk transistor with a poorly activated polysilicon gate. Its gate doping is low: a well-activated gate is nearer 10²⁰ cm⁻³, as a rough figure. For such a gate the sharp edge is no longer a good assumption, and the estimate above moves σ_gate from 2.8 mV to roughly 8 to 10 mV, depending on grain orientation and oxide barrier. Temperature and inversion charge matter less for the example. At 400 K the estimated threshold bending falls to 0.90 V, and the tail value changes from 14.4 to 13.7 mV. Inversion charge at threshold raises σ_gate by an estimated 1 to 2 %, and the hole tail at the substrate edge, also neglected, lowers it by about as much. The oxide field, 2.9 MV/cm, is well below the rough breakdown scale of 10 MV/cm; gate leakage is left out.

The definition of threshold is a further limit. A linear estimate without screening by channel electrons gives a local potential variation in the channel of 26 mV rms from the gate donors alone. This includes the shift of the area average, but most of it is ripple within the channel. The ripple is comparable with kT/q, so current can favour easy paths, and the threshold read from a current need not follow the area-averaged potential. The resulting change in variance was not calculated.

Grain boundaries, clustering and segregation can also break independent placement. If they multiply the variance of every slice count by a common factor F while leaving slices uncorrelated and the mean doping unchanged, the sum in (c) shows that Var_gate is multiplied by F. Correlations between slices require the full covariance of the donor positions.

Numbers as computed

```
gate side: 50 nm, oxide: 1.5 nm
relative permittivity Si, oxide: 11.7, 3.9
gate donor density N: 2.0e+19 cm^-3
substrate acceptor density: 3.0e+18 cm^-3
substrate bending at threshold: 1.00 V
temperature: 300 K
q/eps: 1.5466 V nm
substrate depletion depth: 20.76 nm
areal depletion number S: 6.229e+12 cm^-2
gate depletion depth W: 3.114 nm
mean gate drop: 150.0 mV
uncovered gate donors M: 155.7
shift by one donor at oxide: -1.927 mV
gate variance, formula: 192.7 mV^2
gate sigma, formula: 13.88 mV
gate sigma, atomic units: 5.101e-04 hartree/e
gate sigma, Monte Carlo: 13.94 mV
Monte Carlo devices: 30000
variance factor, 6 donors, exact: 1.2639
variance factor, 6 donors, sampled: 1.2673
substrate sigma, metal gate: 20.06 mV
substrate sigma, depleted gate: 33.94 mV
total sigma, formula: 36.67 mV
total sigma, Monte Carlo: 36.80 mV
gate share of variance: 14.3 %
gate-substrate correlation: 0.0027
isotropic valley mass: 0.321 electron masses
band density at 300 K: 2.74e+19 cm^-3
N=2e+19 cm^-3: W = 3.114 nm
N=2e+19 cm^-3: sigma sharp edge = 13.88 mV
N=2e+19 cm^-3: sigma with tail = 14.35 mV
N=2e+19 cm^-3: sigma quantum = 15.62 mV
N=5e+19 cm^-3: W = 1.246 nm
N=5e+19 cm^-3: sigma sharp edge = 5.55 mV
N=5e+19 cm^-3: sigma with tail = 6.59 mV
N=5e+19 cm^-3: sigma quantum = 10.57 mV
N=1e+20 cm^-3: W = 0.623 nm
N=1e+20 cm^-3: sigma sharp edge = 2.78 mV
N=1e+20 cm^-3: sigma with tail = 4.59 mV
N=1e+20 cm^-3: sigma quantum = 9.67 mV
tail/sharp sigma at 10 V gate drop: 1.0001
substrate bending at 400 K: 0.904 V
sharp-edge sigma at 400 K: 12.86 mV
sigma with tail at 400 K: 13.67 mV
sigma rise by inversion charge: 1.9 %
local channel ripple, rms: 26.3 mV
oxide field: 2.89 MV/cm
```
